\section*{Why MP2 Overestimates the Basis-Set Error of CCSD: Helium Partial Waves, part 2}

Why does the MP2 energy change on enlarging a basis overshoot when added to CCSD? The example is the helium ground state (clamped point nucleus, no relativity, Hartree atomic units) in a radially complete basis with $l\le L$. The correlation energy $E_c(L)$ has increments $\Delta E_l=E_c(l)-E_c(l-1)$, the basis-set error is $-\sum_{l>L}\Delta E_l$, $f_l=\Delta E_l^{\rm CCSD}/\Delta E_l^{\rm MP2}$ and $\lambda=l+\tfrac12$.

Here $H=h_1+h_2+g$, $h=T-2/r$, $T=-\tfrac12\nabla^2$, and $g=1/r_{12}=\sum_kg_kP_k(\cos\theta)$ with $g_k=a^k/b^{k+1}$, $a=\min(r_1,r_2)$, $b=\max(r_1,r_2)$, $s=a/b$, $R=\sqrt{ab}$. The kinetic identity is $(T_1+T_2)\tfrac12r_{12}=-g$, and $r_{12}=\sum_l\rho_lP_l$ with
\begin{equation*}
\rho_l=\frac{a^{l+2}}{(2l+3)\,b^{l+1}}-\frac{a^l}{(2l-1)\,b^{l-1}} .
\end{equation*}

The HF orbital $\varphi$ gives $\Phi=\varphi(1)\varphi(2)$, $F=h+v$, $v=2J-K$, $F\varphi=\varepsilon\varphi$ and $J_{11}=\langle\Phi|g|\Phi\rangle$; exchange in shell $l$, $K_l$, has kernel $\varphi(r)\varphi(r')g_l/(2l+1)$. The normalized CCSD function is $\Psi=c_0(\Phi+S+D)$, with singles $S$ and doubles $D$. In the equation for $D$, MP2 keeps only $g\Phi$; $gD$ is the ladder, $J_{11}D$ the hole--hole ladder, the $v$ terms on $D$ the rings, $-E_cD$ the quadratic term. The ladder-only model keeps $g\Phi+gD$.

With $\mathcal P_l$ projecting on shell $l$ (both electrons in orbitals of angular momentum $l$), $H_{ll}=\mathcal P_lH\mathcal P_l$, and $\Psi_<$ the normalized eigenvector for $L=l-1$,
\begin{equation}
\Delta E_l^{\rm CCSD}\simeq-\langle\Psi_<|g\,\mathcal P_l(H_{ll}-E)^{-1}\mathcal P_l\,g|\Psi_<\rangle,\label{cc}
\end{equation}
At high $l$, with $X=\Phi$ for MP2 and $X=\Psi$ for CCSD,
\begin{equation}
\Delta E_l\to-A[X]\lambda^{-4},\qquad A[X]=6\pi^2\int_0^\infty|X(r,r)|^2r^5dr .\label{law}
\end{equation}
\begin{equation}
f_\infty=A[\Psi]/A[\Phi]=\langle\eta^2\rangle .\label{finf}
\end{equation}
Here $\eta(r)=\Psi(r,r)/\Phi(r,r)$, at coalescence, and $\langle\cdot\rangle$ has weight $\varphi^4r^5$. Near coalescence $\Psi=X_0(1+\tfrac12r_{12}+\dots)$ is assumed, $X_0$ smooth. The first MP2 correction goes as $\lambda^{-6}$. For nuclear charge $Z$, $\eta=1+O(1/Z)$. The top-shell direct term $\langle\Phi|g|D_l\rangle$ has ratio to MP2 tending to $f_1=\langle\eta\rangle/c_0$. For helium $f_1=0.665$, $(c_0f_1)^2=0.4391$, $f_\infty=0.4473$.

\section{The other terms}

\textit{Q.} How do you know that the rings are not responsible? They are not small in CCSD.

\textit{A.} Remove the ladder and keep the linear doubles terms, the no-ladder model. The shells decouple and the denominator is $F_1+F_2-2\varepsilon-\delta$ with $\delta=v_1+v_2-J_{11}$. At large $l$ the exchange part drops out: $g_l$ has radial width $r/\lambda$ and the kernel carries $1/(2l+1)$, so $K_l\sim\lambda^{-2}$. Near coalescence $\delta\to4J(R)-J_{11}$. Let $x=\ln(r_1/r_2)$. Then $g_l=(ab)^{-1/2}(a/b)^{l+1/2}=R^{-1}e^{-\lambda|x|}$, whose Fourier transform in $x$ is proportional to $2\lambda/(k^2+\lambda^2)$. For rapid variation in $x$, $\partial_{r_1}\simeq R^{-1}\partial_x\simeq-\partial_{r_2}$, each electron has kinetic energy $(k^2+\lambda^2)/2R^2$, and the sum is $(k^2+\lambda^2)/R^2$. The local second-order energy is proportional to
\begin{align}
&\int\frac{dk}{(k^2+\lambda^2)^2}\,\frac{1}{(k^2+\lambda^2)/R^2-\delta}\nonumber\\
&\simeq R^2\!\int\!\frac{dk}{(k^2+\lambda^2)^3}+\delta R^4\!\int\!\frac{dk}{(k^2+\lambda^2)^4}
=\frac{R^2I_3}{\lambda^5}\Big[1+\frac{\delta R^2}{\lambda^2}\frac{I_4}{I_3}\Big],
\end{align}
with $k=\lambda y$ and $I_n=\int_{-\infty}^\infty(1+y^2)^{-n}dy$. Integration by parts gives $I_n=2n\int y^2(1+y^2)^{-n-1}dy=2n(I_n-I_{n+1})$, so $I_4/I_3=5/6$. The first term reproduces MP2, with the weight found above, and therefore
\begin{equation}
f_l^{\rm no\ ladder}-1\to\frac{5}{6}\,\frac{\langle r^2(4J(r)-J_{11})\rangle}{\lambda^2}.\label{nol}
\end{equation}
The predicted coefficient is $1.801$. At $l=12$ the computed $(f-1)\lambda^2$ is $1.776$, lower by $1.4\%$ of the prediction (tested to $10\%$), and $f>1$ was tested for all $l\le12$. Without the ladder these terms act in the opposite direction, and their effect on $f_l$ fades at high $l$; with the ladder present they also change the hole that it transmits. The HF virtual orbitals feel the repulsion $v$ of both electrons, although both have been excited; the rings remove it and lower the denominator. The term $-E_cD$ is a constant shift, also of relative order $\lambda^{-2}$.

\textit{Q.} Then the ladder alone should reproduce $0.447$?

\textit{A.} It does not. The ladder-only model follows (\ref{law}) with $X=\Phi+D$ from its own amplitudes and gives $0.528$, with $f_l<1$ tested for all $l\le12$. The ladder transmits whatever hole exists, and the terms this model omits (rings, hole--hole ladder, quadratic term, singles) change the depth of that hole; the separate shares of the rings and of individual shells were not computed. Without these terms the ratio $(\Phi+D)/\Phi$ at coalescence is $0.716$ at 1 bohr against $0.653$ in CCSD, and the correlation energy at $L=12$ is $-30.131$~mE$_h$ against a CCSD limit of $-42.044$~mE$_h$. The ordering $f_\infty<f^{\rm ladder}_\infty<1$ was tested; of the total reduction $1-0.447=0.553$ this model yields $1-0.528=0.472$. Normalization contributes the factor $c_0^2=0.992$, and deleting $S(r,r)$ from the coalescence value moves $f_\infty$ from $0.4473$ to $0.4490$.

\section{The helium numbers}

\textit{Q.} How were the values obtained, and how far can I trust them?

\textit{A.} The radial problem was solved on a finite-element grid of 134 points out to 15 bohr for $L\le12$, with $E_{\rm HF}=-2.8616800$, $\varepsilon=-0.917956$ and $J_{11}=1.025769$~E$_h$; $E_{\rm HF}$ was obtained as $2\varepsilon-J_{11}$ and agrees with an independent Gaussian-basis HF energy within the tested $3\times10^{-5}$~E$_h$. A finer grid changes the MP2 increments by at most $5.4\times10^{-5}$ of their values. Independent MP2 and CCSD calculations in even-tempered Gaussian bases agree within the tested $0.1$~mE$_h$ for $L\le2$; at $L=2$ CCSD gives $-41.087$~mE$_h$ on the grid and $-41.082$~mE$_h$ with Gaussians. The formula for $\rho_l$, the kinetic identity and the $s$ integral at $r=b$ were tested by quadrature or symbolically for $l\le5$. The full list is in the numerical output; an extract (increments in mE$_h$) reads
\begin{center}
\begin{tabular}{rrrrrr}
$l$ & MP2 & CCSD & $f_l$ & ladder & no ladder\\
0 & $-13.498$ & $-17.349$ & 1.285 & 0.846 & 1.668\\
1 & $-18.980$ & $-21.487$ & 1.132 & 0.816 & 1.570\\
2 & $-3.194$ & $-2.251$ & 0.705 & 0.684 & 1.233\\
3 & $-0.9333$ & $-0.5542$ & 0.594 & 0.631 & 1.129\\
6 & $-0.0878$ & $-0.0442$ & 0.503 & 0.576 & 1.041\\
12 & $-0.00668$ & $-0.00314$ & 0.470 & 0.550 & 1.011
\end{tabular}
\end{center}
The coalescence integrals are $A[\Phi]=0.16579$ and $A[\Psi]=0.07416$~E$_h$, so $f_\infty=0.07416/0.16579=0.4473$. The energies give the same limits by another route. A fit of $-\lambda^4\Delta E_l^{\rm MP2}$ to a constant plus a $\lambda^{-2}$ term over $l=8$--$12$ gives $0.16559$, lower by $0.1\%$ (tested to $0.5\%$), with $-0.3884$ for the second coefficient. Fits of the ratios to $1$, $\lambda^{-1}$, $\lambda^{-2}$ over $l=5$--$12$ give $0.4476$, $0.6650$ and $0.5276$ for CCSD, the direct term and the ladder model, against $0.4473$, $0.6653$ and $0.5281$ from the wave functions (tested to $2\%$).

\textit{Q.} The first two rows have $f>1$. Is the claim simply false there?

\textit{A.} Yes, it is a statement about high $l$. For $s$ and $p$ shells the CCSD increment is the larger in magnitude, and with an $s$-only basis the CCSD error, $24.70$~mE$_h$, exceeds the MP2 error, $23.88$~mE$_h$, by a ratio $1.034$. From $L=1$ on the ratio of errors is below one: $0.655$, $0.561$, $0.522$, $0.501$ for $L=1$ to $4$. The two models bracket the low-$l$ behaviour: the no-ladder enhancement is $1.67$ and $1.57$ at $l=0,1$, the ladder reduction $0.85$ and $0.82$. The CCSD factor lies above the ladder-only one up to $l=2$ and below it from $l=3$. My reading is that the rings act on a low shell mainly through its denominator and on a high shell mainly through the deeper hole. For high $l$, (\ref{nol}) shows that the denominator effect fades and (\ref{finf}) that the depth of the hole is what remains, but the share of the rings in that depth was not isolated here; the low-$l$ half lies outside the expansion in $1/\lambda$ and is a conjecture supported by the two models, whose effects are not additive.

\textit{Q.} Even at $l=12$ the factor is $5\%$ above its limit. Why so slow?

\textit{A.} A truncated basis has not finished digging the hole. At $a=b=r$, $\rho_l=r[1/(2l+3)-1/(2l-1)]$. The sum over $l\le L$ telescopes: the values $1/(2l+3)$ run over $1/3,\dots,1/(2L+3)$, the values $1/(2l-1)$ over $-1,1,1/3,\dots,1/(2L-1)$, and the difference is $1/(2L+1)+1/(2L+3)+1-1$. The complete sum is $r_{12}=0$. With $\Psi=X_0(1+\tfrac12r_{12})$ the truncated function therefore has, to leading order in $1/L$,
\begin{equation}
\Psi_L(r,r)\simeq\Psi(r,r)\Big[1+\frac r2\Big(\frac{1}{2L+1}+\frac{1}{2L+3}\Big)\Big].\label{tail}
\end{equation}
All correlated coalescence values quoted here were divided by this bracket. The uncorrected $A$ is $0.08104$ at $L=8$ and $0.07893$~E$_h$ at $L=12$, a change of $2.7\%$ of the latter; the corrected values are $0.07409$ and $0.07416$, a change of $0.1\%$ (tested to $1\%$). The bracket is of leading order and the corrected value still rises with $L$, so the $L=12$ values of $A[\Psi]$ and $f_\infty$ are low by about $0.1\%$. The helium wave function without partial-wave truncation (explicit $r_{12}$ dependence) has $A[\Psi]=0.07423$~E$_h$ and $f_\infty=0.4477$, which rounds to $0.448$; likewise $f_1=0.6656$, $(c_0f_1)^2=0.4395$ and $0.4493$ for the value without singles. The numbers $0.4473$ and $0.447$ used in this text are the $L=12$ estimates. The source $\Psi_<$ in (\ref{cc}) is too large at coalescence by a relative amount of order $r/\lambda$, so CCSD has a $\lambda^{-5}$ term that MP2 lacks. The repulsion in the denominator is of higher order. Only the block $\mathcal P_lg\mathcal P_l$ enters there, and since $P_l^2\sin\theta$ is on average spread evenly over $\theta$, its mean is of order $r^{-1}\int_{1/\lambda}d\theta/\theta\sim r^{-1}\ln\lambda$, a relative effect of order $r\ln\lambda/\lambda^2$. The fit reads $f_l\simeq0.4476+0.185/\lambda+1.147/\lambda^2$; at $\lambda=12.5$ this is $0.4476+0.0148+0.0073=0.4697$ against the computed $0.4698$. Squaring (\ref{tail}) would suggest a relative coefficient equal to the mean radius with weight $\Psi^2r^5$, $0.820$ bohr, while the fit gives $0.185/0.4476=0.41$. This coefficient is not derived here. It is smaller because shell $l$ averages the excess over $r_{12}\sim r/\lambda$, the range over which it decays; the asymptotic value of that average is $8/(5\pi)=0.509$ times the mean radius, or $0.418$. The fitted MP2 correction alone, $-0.3884/0.16559=-2.35$, contributes $0.4476\times2.35=1.05$ to the $\lambda^{-2}$ coefficient, most of the fitted $1.147$; both numbers are effective values of truncated fits over a few shells, not asymptotic coefficients.

\section{Consequence for a basis-set correction}

\textit{Q.} What does this cost me in an $spdf$ basis?

\textit{A.} The errors at $L=3$ are the computed increments $l=4$--$12$ plus the fitted tails beyond, $0.0248$~mE$_h$ for MP2 and $0.0115$~mE$_h$ for CCSD. They are $0.7725$~mE$_h$ ($21.02$~meV) and $0.4033$~mE$_h$ ($10.97$~meV), measured from the extrapolated limits $-37.377$ and $-42.044$~mE$_h$. These limits omit relativity, nuclear motion and radiative effects and are not experimental energies. Adding the whole MP2 tail to CCSD leaves
\begin{equation}
0.4033-0.7725=-0.3692\ {\rm mE}_h\quad(-10.05\ {\rm meV}),
\end{equation}
an overshoot of $92\%$ of the CCSD error, so the magnitude of the error hardly changes. Scaling the tail by $f_\infty$ leaves
\begin{equation}
0.4033-0.4473\times0.7725=0.058\ {\rm mE}_h\quad(1.57\ {\rm meV}),
\end{equation}
or $0.057$~mE$_h$ ($1.56$~meV) with the untruncated factor $0.4477$, an undershoot of $14\%$ of the CCSD error, because $f_l>f_\infty$ in the shells computed. The leading law by itself, with the sum replaced by $\int_{L+1}^\infty A\lambda^{-4}d\lambda=A/[3(L+1)^3]$, gives $0.16579/192=0.863$~mE$_h$ for MP2 and $0.07416/192=0.386$~mE$_h$ for CCSD: $12\%$ above the MP2 error and $4\%$ below the CCSD error. Both estimates are raised by the use of the integral, which exceeds the sum $\sum_{l\ge4}\lambda^{-4}=0.005054$ by $3\%$ of the sum. With the sum the law gives $0.838$ and $0.375$~mE$_h$, $8\%$ above the MP2 error and $7\%$ below the CCSD error, in line with the $\lambda^{-6}$ term that lowers the magnitude of the MP2 increments and the $\lambda^{-5}$ term that raises that of the CCSD increments; the $4\%$ is partly a cancellation. At $L=0$ the scaling fails, since $0.4473\times23.88=10.68$~mE$_h$ is less than half of $24.70$~mE$_h$.

\textit{Q.} May I use $0.447$ for my molecules?

\textit{A.} No. The number ($0.448$ when converged in $L$) is $\langle\eta^2\rangle$ for the helium pair, and the $1/Z$ argument already shows that it changes along the two-electron ions. The derivation used a nodeless singlet pair with $X(r,r)\neq0$; for a triplet pair the spatial function vanishes at coalescence, $A$ is zero and (\ref{law}) gives no leading term. It used a radially complete basis, so the radial part of the error of a finite Gaussian set is not covered. It also used the equality of CCSD with the lowest eigenvalue of $H$, which supplied the normalized $\Psi$ on both sides of (\ref{cc}); with more electrons CCSD is not variational and the pairs are coupled, and neither change is treated here. Evaluating $f_\infty$ needs the correlated pair function at coalescence, and in a basis with maximum $L$ that value is too high by the bracket in (\ref{tail}).

\section*{Computed results}
\begin{verbatim}
grid: 134 points, R = 15 bohr, Lmax = 12, max rel MP2 grid change 5.4e-05
E_HF = -2.8616800 Eh, eps = -0.917956 Eh, J11 = 1.025769 Eh
L=0 Ec (mEh): MP2 grid -13.498 Gauss -13.497; CCSD grid -17.349 Gauss -17.348
L=1 Ec (mEh): MP2 grid -32.478 Gauss -32.474; CCSD grid -38.836 Gauss -38.834
L=2 Ec (mEh): MP2 grid -35.672 Gauss -35.663; CCSD grid -41.087 Gauss -41.082
 l dE_MP2(mEh) dE_CCSD(mEh) f_CCSD f_direct f_ladder f_noladder
 0   -13.49782   -17.34877 1.2853   --   0.8463 1.6684
 1   -18.97996   -21.48748 1.1321 1.1739 0.8163 1.5698
 2    -3.19383    -2.25061 0.7047 0.8831 0.6841 1.2334
 3    -0.93334    -0.55423 0.5938 0.7922 0.6313 1.1286
 4    -0.36216    -0.19752 0.5454 0.7504 0.6036 1.0812
 5    -0.16776    -0.08711 0.5193 0.7274 0.5870 1.0558
 6    -0.08777    -0.04417 0.5033 0.7133 0.5761 1.0406
 7    -0.05018    -0.02473 0.4927 0.7040 0.5685 1.0308
 8    -0.03069    -0.01490 0.4853 0.6974 0.5629 1.0242
 9    -0.01980    -0.00950 0.4799 0.6927 0.5586 1.0195
10    -0.01333    -0.00634 0.4757 0.6890 0.5552 1.0160
11    -0.00930    -0.00439 0.4724 0.6862 0.5525 1.0134
12    -0.00668    -0.00314 0.4698 0.6839 0.5503 1.0114
r = 0.25 bohr: Psi/Phi at coalescence 0.766, ladder only 0.806
r = 0.50 bohr: Psi/Phi at coalescence 0.750, ladder only 0.791
r = 1.00 bohr: Psi/Phi at coalescence 0.653, ladder only 0.716
r = 2.00 bohr: Psi/Phi at coalescence 0.397, ladder only 0.514
mean r with weight Psi^2 r^5 = 0.820 bohr
A_MP2: coalescence 0.16579 Eh, fit 0.16559 Eh, lam^-6 coeff -0.3884 Eh
A_CCSD coalescence = 0.07416 Eh (from L=8 wave: 0.07409 Eh)
A_CCSD uncorrected: L=8 0.08104 Eh, L=12 0.07893 Eh
f_inf CCSD: coalescence 0.4473, fit 0.4476
f_l fit: 1/lam coeff 0.185, 1/lam^2 coeff 1.147
f_1 direct: coalescence 0.6653, fit 0.6650, (c0 f_1)^2 = 0.4391
f_inf ladder only: coalescence 0.5281, fit 0.5276
c0^2 = 0.99199, f_inf without singles = 0.4490
no ladder (f-1) lam^2: l=12 1.776, predicted 1.801
Ec at L=12: ladder only -30.131 mEh, no ladder -58.099 mEh
tails beyond L=12: MP2 0.0248 mEh, CCSD 0.0115 mEh
Ec limits: MP2 -37.377 mEh, CCSD -42.044 mEh
basis error L=0: MP2 23.8796 mEh, CCSD 24.6956 mEh, ratio 1.034
basis error L=1: MP2 4.8997 mEh, CCSD 3.2081 mEh, ratio 0.655
basis error L=2: MP2 1.7058 mEh, CCSD 0.9575 mEh, ratio 0.561
basis error L=3: MP2 0.7725 mEh, CCSD 0.4033 mEh, ratio 0.522
basis error L=4: MP2 0.4104 mEh, CCSD 0.2058 mEh, ratio 0.501
L=3 error: MP2 21.02 meV, CCSD 10.97 meV
L=3 residual, plain MP2 tail: -0.3692 mEh = -10.05 meV
L=3 residual, f_inf-scaled tail: 0.0577 mEh = 1.57 meV
\end{verbatim}
